# Why a slowly varying density does not make the adiabatic approximation exact

## Question

In time-dependent density functional theory the adiabatic approximation inserts the instantaneous density into the ground-state exchange-correlation functional. What it drops is memory, the dependence on densities at earlier times. If the density varies slowly enough, there should be nothing to remember. So with the exact ground-state functional, the approximation should become exact in the slow limit, and certainly for a density that does not change at all.

A colleague objects that an excited eigenstate also has a constant density. Is that a real counterexample? If so, where does my argument break, and does slowness help at all?

## Answer

It is a real counterexample. A constant density does not say which state carries it, and the ground-state functional presumes a ground state. Slowness helps when the system follows its ground state across a finite gap and the Kohn-Sham system also starts in and follows its own ground state. In the model below the Kohn-Sham gap never closes; the case of a gapless Kohn-Sham spectrum is not treated here. If it follows an excited state, the error generally tends to a nonzero value.

### What is being compared

For given initial states, the density determines the potential up to a function of time alone. This holds for the interacting system, with initial state $\Psi_0$, and for the Kohn-Sham (KS) system, with initial state $\Phi_0$. The exact Hartree-exchange-correlation potential is therefore

$$v_{\rm Hxc}[n,\Psi_0,\Phi_0]=v_s[n,\Phi_0]-v[n,\Psi_0].$$

Let $v_s^{\rm GS}[n]$ and $v^{\rm GS}[n]$ be the static potentials whose noninteracting and interacting *ground states* have density $n$. I assume that both exist. The adiabatic approximation with the exact ground-state functional is

$$v_{\rm Hxc}^{\rm ad}(t)=v_s^{\rm GS}[n(t)]-v^{\rm GS}[n(t)].$$

Both expressions contain the same Hartree potential, so their difference is an exchange-correlation error.

### A constant density from an excited state

Put the interacting system in eigenstate $k$ of a static potential $v$. Its density $n_k$ is constant. Start the KS system in the noninteracting ground determinant with this density. In the potential $v_s^{\rm GS}[n_k]$ that determinant is stationary and keeps the density $n_k$, so by uniqueness this is the exact KS potential. The true external potential is $v$. Hence

$$v_{\rm Hxc}^{\rm exact}=v_s^{\rm GS}[n_k]-v,\qquad
v_{\rm Hxc}^{\rm ad}=v_s^{\rm GS}[n_k]-v^{\rm GS}[n_k],$$

and, up to a constant,

$$v_{\rm Hxc}^{\rm exact}-v_{\rm Hxc}^{\rm ad}=v^{\rm GS}[n_k]-v. \tag{1}$$

The right side is a constant if and only if $n_k$ is also a ground-state density of $v$. One direction is immediate: if the two potentials differ by a constant, they have the same ground states.

For the other direction, suppose $v$ and $v'$ both have ground-state density $n$, with Hamiltonians $H,H'$, ground states $\Psi,\Psi'$ and energies $E,E'$. The variational principle gives

$$E\le\langle\Psi'|H|\Psi'\rangle=E'+\int (v-v')\,n,$$

and, with the roles exchanged, $E'\le E-\int(v-v')\,n$. Together they force equality, so $\Psi'$ is also a ground state of $H$. Subtracting the two eigenvalue equations gives $\sum_i[v(\mathbf r_i)-v'(\mathbf r_i)]\Psi'=(E-E')\Psi'$. Wherever $\Psi'\neq0$ the sum is constant. If $\Psi'$ vanishes at most on a set of zero volume, $v-v'$ is constant.

So the error (1) vanishes only if the excited state happens to share its density with a ground state of the same potential.

### A model where every potential can be found

Take two electrons in a spin singlet on two sites, with hopping $\tau$, on-site repulsion $U$, potential difference $v=v_1-v_2$ and density difference $d=n_1-n_2$. Set $\hbar=1$. The potential energy is $v(n_1-n_2)/2$, and working with differences removes the arbitrary constants.

Let $|11\rangle$ and $|22\rangle$ have both electrons on one site, and let $|c\rangle=(|12\rangle+|21\rangle)/\sqrt2$, where the labels give the sites of the spin-up and spin-down electrons. Either electron can hop, so

$$H|11\rangle=(U+v)|11\rangle-\tau(|21\rangle+|12\rangle)=(U+v)|11\rangle-\sqrt2\,\tau|c\rangle .$$

The same holds for $|22\rangle$ with $v\to-v$. In the order $|11\rangle,|22\rangle,|c\rangle$,

$$H=\begin{pmatrix}U+v&0&-\sqrt2\tau\\0&U-v&-\sqrt2\tau\\-\sqrt2\tau&-\sqrt2\tau&0\end{pmatrix},\qquad
D=\begin{pmatrix}2&0&0\\0&-2&0\\0&0&0\end{pmatrix},$$

with $d=\langle D\rangle$.

**Interacting inversion.** Since $\partial H/\partial v=D/2$, the ground-state energy obeys $dE_0/dv=d_0/2$. Second-order perturbation theory gives $d^2E_0/dv^2=-2\sum_{k>0}|\langle k|D/2|0\rangle|^2/(E_k-E_0)$, so

$$\frac{dd_0}{dv}=2\frac{d^2E_0}{dv^2}=-\sum_{k>0}\frac{|\langle k|D|0\rangle|^2}{E_k-E_0}<0 .$$

The sum could vanish only if $|0\rangle$ were an eigenvector of $D$, that is, a single basis state. Hopping prevents this. As $v$ runs from $-\infty$ to $\infty$, $d_0$ falls from $2$ to $-2$, so each $d$ in between has one $v^{\rm GS}(d)$.

**KS inversion.** One electron has the Hamiltonian with diagonal $\pm v_s/2$ and off-diagonal $-\tau$, and its lower eigenvalue is $-\tfrac12\sqrt{v_s^2+4\tau^2}$. Two electrons there have energy $-\sqrt{v_s^2+4\tau^2}$. Twice its derivative with respect to $v_s$ is the density difference:

$$d=-\frac{2v_s}{\sqrt{v_s^2+4\tau^2}}.$$

Squaring gives $v_s^2(4-d^2)=4\tau^2d^2$. Since $v_s$ and $d$ have opposite signs,

$$v_s^{\rm GS}(d)=-\frac{2\tau d}{\sqrt{4-d^2}}. \tag{2}$$

### Numbers for the three eigenstates

I use $\tau=1$, $U=4\tau$, $v=2\tau$. These are model parameters, not those of a material. Energies are in $\tau$, and the KS system is in its ground determinant.

| State | $d$ | $v^{\rm GS}(d)$ | exact $v_{\rm Hxc}$ | adiabatic $v_{\rm Hxc}$ |
|---|---|---|---|---|
| 0 | −0.294 | 2.000 | −1.703 | −1.703 |
| 1 | −1.574 | 6.181 | 0.551 | −3.630 |
| 2 | 1.868 | −9.090 | −7.232 | 3.858 |

For state 1, equation (2) gives

$$v_s=\frac{2\times1.574}{\sqrt{4-1.574^2}}=2.551 .$$

The exact value is $2.551-2=0.551$. The adiabatic value is $2.551-6.181=-3.630$. Their difference is $4.181=6.181-2$, as (1) requires.

The excited state places most of the charge on site 2 at the modest tilt $v=2$. A ground state needs the tilt 6.181 to do so against the repulsion. The ground-state functional attributes the density to that larger tilt and returns an interaction potential of the wrong sign.

### The choice of KS initial state matters

The exact potential also depends on $\Phi_0$. Placing both electrons in the upper orbital reverses the sign of the orbital energy, and hence of (2): $v_s=-v_s^{\rm GS}(d)$. For the density of state 1 this gives $v_s=-2.551$ and an exact $v_{\rm Hxc}=-4.551$. The adiabatic value is still $-3.630$, because it knows only the density. The error is now $-0.922$ instead of $4.181$.

Equation (1) is therefore tied to the ground determinant. With another initial state there is an additional difference between the KS potentials, which can reduce the error, cancel it, or create one where (1) gives none. For the density of state 0, where $v^{\rm GS}=v$ and $v_s^{\rm GS}=0.2974$, the upper orbital gives the error $-2v_s^{\rm GS}(d)=-0.595$, although the interacting system is in its ground state.

Noninteracting electrons show a full cancellation. Set $U=0$ and take the highest state at $v=2$, where both electrons occupy the upper orbital and $d=1.414$. If $\Phi_0=\Psi_0$, then $v_s=v$ and the exact $v_{\rm Hxc}$ is zero. The adiabatic one is also zero, since the two ground-state inversions coincide. But if the KS system starts in the ground determinant of the same density, then $v_s=-2$ and the exact $v_{\rm Hxc}=-2-2=-4$, although there is no interaction. That potential compensates for the mismatch of initial states.

### What happens under slow driving

A finite-speed test needs the KS potential for a moving density. Let both electrons occupy the orbital $(c_1,c_2)$:

$$i\dot c_1=\tfrac{v_s}{2}c_1-\tau c_2,\qquad i\dot c_2=-\tfrac{v_s}{2}c_2-\tau c_1,\qquad d=2(|c_1|^2-|c_2|^2).$$

Define $\rho=c_1^*c_2$. From the first equation, $c_1^*\dot c_1=-\tfrac{i}{2}v_s|c_1|^2+i\tau\rho$. Twice its real part gives $\partial_t|c_1|^2=-2\tau\,{\rm Im}\rho$. Normalization makes $|c_2|^2$ change oppositely, so $\dot d=-8\tau\,{\rm Im}\rho$. The product rule gives

$$\dot\rho=\dot c_1^*c_2+c_1^*\dot c_2=iv_s\rho+i\tau(|c_1|^2-|c_2|^2)=iv_s\rho+\tfrac{i}{2}\tau d .$$

Its imaginary part yields

$$\ddot d=-8\tau v_s\,{\rm Re}\rho-4\tau^2d. \tag{3}$$

Since $|c_1|^2=(2+d)/4$ and $|c_2|^2=(2-d)/4$, we have $|\rho|^2=(4-d^2)/16$. Subtracting $({\rm Im}\rho)^2=\dot d^2/(64\tau^2)$ gives

$${\rm Re}\rho=\tfrac14\sqrt{4-d^2-\dot d^2/(4\tau^2)} .$$

The root is positive for a ground-state start, where $c_1$ and $c_2$ have the same sign, and stays so until it reaches zero. Solving (3) for $v_s$,

$$v_s=-\frac{\ddot d+4\tau^2d}{2\tau\sqrt{4-d^2-\dot d^2/(4\tau^2)}}. \tag{4}$$

For constant $d$ this reduces to (2). If $v$ changes smoothly over a time $T$, then $\dot d^2$ and $\ddot d$ are of order $1/T^2$, and so is $v_s-v_s^{\rm GS}(d)$.

The interacting density needs a separate argument. Write $\psi=e^{-i\int E_k dt}(\chi_0+\chi_1+\dots)$, where $\chi_0$ is the real, normalized eigenvector at the current $v$, and $\chi_1$ is of order $1/T$. The Schrödinger equation at that order is

$$(H-E_k)\chi_1=i\dot\chi_0 .$$

Normalization of $\chi_0$ makes $\dot\chi_0$ orthogonal to it, so this can be solved as long as $E_k$ stays separated from the other levels. Because $H$ and $\dot\chi_0$ are real, $\chi_1$ is purely imaginary; a component along $\chi_0$ must be imaginary too, to preserve the norm. The first-order density change $2{\rm Re}\langle\chi_0|D|\chi_1\rangle$ therefore vanishes, and $d=d_k(v)+O(1/T^2)$. I assume a ramp with $\dot v=\ddot v=0$ at its ends, so that switching causes no disturbance at this order.

Now split the error into a KS part and an interacting part:

$$v_{\rm Hxc}^{\rm exact}-v_{\rm Hxc}^{\rm ad}
=[v_s-v_s^{\rm GS}(d)]+[v^{\rm GS}(d)-v]
= v^{\rm GS}\big(d_k(v(t))\big)-v(t)+O(1/T^2). \tag{5}$$

For $k=0$ the leading term is zero by the definition of $v^{\rm GS}$. For an excited state it is the static error (1) at the current potential, and it does not depend on the speed.

I ramped $v$ from $2\tau$ to $3\tau$ with $v=2+x^3(10-15x+6x^2)$, $x=t/T$. Times are in $\hbar/\tau$ and errors in $\tau$. In each run the KS system starts in the ground determinant of the initial density.

| $T$ | largest error, from state 0 | smallest error, from state 1 |
|---|---|---|
| 20 | $4.2\times10^{-4}$ | 2.35 |
| 40 | $1.0\times10^{-4}$ | 2.35 |
| 80 | $2.5\times10^{-5}$ | 2.35 |
| 160 | $6.1\times10^{-6}$ | 2.35 |

The last doubling of $T$ divides the ground-state error by 4.05, close to the factor 4 of a $1/T^2$ law. In the excited run the distance from the limiting value in (5) falls by 4.14, while the error itself remains. At $T=160$ the excited-state density changes at a peak rate of about $0.0025\,\tau/\hbar$, yet the potential is wrong by at least $2.35\tau$. The numerical check also propagates the KS orbital in the potential (4) and recovers the interacting density.

### The adiabatic system will not stay at rest

Suppose you start a KS calculation in the ground determinant with the density of state 1, keep $v=2\tau$ fixed, and use the adiabatic functional. The true density is constant. The initial KS potential is $2-3.630=-1.630$ instead of $2.551$.

At $\dot d=0$, equation (3) reads $\ddot d=-2\tau\sqrt{4-d^2}\,v_s-4\tau^2d$. By (2), the last term equals $2\tau\sqrt{4-d^2}\,v_s^{\rm GS}(d)$. With the adiabatic $v_s=v+v_s^{\rm GS}-v^{\rm GS}$,

$$\ddot d=2\tau\sqrt{4-d^2}\,[v_s^{\rm GS}(d)-v_s]=2\tau\sqrt{4-d^2}\,[v^{\rm GS}(d)-v].$$

The error (1) acts directly as a spurious force. Here it is positive, so charge moves towards site 1.

Energy conservation tells how far. Define the ground-state functional without the external energy, $F(d)=E_0(v^{\rm GS})-v^{\rm GS}d/2$. Using $dE_0/dv=d/2$, the terms with $dv^{\rm GS}/dd$ cancel and $dF/dd=-v^{\rm GS}/2$. The noninteracting counterpart $T_s(d)$ likewise has $dT_s/dd=-v_s^{\rm GS}/2$. Hence $E_{\rm Hxc}=F-T_s$ has derivative $(v_s^{\rm GS}-v^{\rm GS})/2=v_{\rm Hxc}^{\rm ad}/2$.

Let $K$ be the hopping energy of the moving KS system. Its total one-body energy $K+v_sd/2$ changes only through the explicit time dependence of $v_s$, at the rate $\dot v_sd/2$. So $\dot K=-v_s\dot d/2$, and

$$\frac{d}{dt}\Big[K+\frac{vd}{2}+E_{\rm Hxc}(d)\Big]
=\frac{\dot d}{2}\big[-v_s+v+v_{\rm Hxc}^{\rm ad}\big]=0 .$$

When $\dot d=0$ and ${\rm Re}\rho>0$, the orbital is the ground orbital of its density up to a phase, so $K=T_s(d)$. Such turning points satisfy

$$F(d)+\frac{vd}{2}=F(d_1)+\frac{vd_1}{2}.$$

The left side has slope $(v-v^{\rm GS})/2$, which increases with $d$ and vanishes at the ground-state value $d_0=-0.294$. It is a single well, and the second turning point lies on the other side of $d_0$. Solving numerically gives $d=0.619$. The propagated density swings from $-1.574$ to $0.619$ and first reaches that value after about $0.90\,\hbar/\tau$. An approximation justified by the absence of motion has produced large, fast motion.

### When an excited state gives no error

The "if and only if" after (1) allows exceptions, and the model has some. At $v=0$ the two sites are equivalent, and each nondegenerate eigenstate has $d=0$. This is also the ground-state density, so the error vanishes for all three states.

A less obvious case occurs at $v=4.205\tau$. The ground state and state 1 then share $d=-0.970$, although their energies differ by $2.79\tau$. Here the adiabatic potential is exact for a stationary excited state, provided the KS system starts in its ground determinant.

In continuous space, an excited-state density need not be the ground-state density of any potential. Then $v^{\rm GS}[n_k]$ does not exist, and (1) cannot be applied without extending the functional.

### Where your argument breaks

"Nothing to remember" describes the density after $t=0$, but the functional also depends on the initial states. If you move the starting time back to when the system was still in its ground state, the excitation process becomes part of the density history. That history determines the driving potential, and therefore the interacting state it produced. The information formerly in $\Psi_0$ is now memory of the earlier density, and it remains relevant after the density has become constant. The KS state at that later time is then fixed by its own evolution. In the two-site model it is the ground determinant used in (1) as long as the root in (4) has never reached zero, because ${\rm Re}\rho>0$ and $\dot d=0$ give the ground orbital; the error (1) then holds after the excitation. For more general systems nothing shown here guarantees that the KS state ends in that determinant.

For a practical calculation, ask whether the system is following its ground state, as well as whether the density is slow. A slow drive from the ground state with a finite gap satisfies both conditions, and in the model above the error then vanishes as $1/T^2$, provided the ramp is switched on and off smoothly as assumed there and the KS system also starts in its ground determinant. A system that has already been excited can satisfy the second and fail the first.

## Values computed for the example and the checks

```
Hopping 1.0 tau, U 4.0 tau, v 2.0 tau
Stationary states, KS system in its ground determinant:
State 0: energy -0.9624 tau, d -0.2941 electrons
  v_GS(d) 2.0000 tau, v_s 0.2974 tau
  v_Hxc exact -1.7026 tau, adiabatic -1.7026 tau
  exact minus adiabatic 0.0000 tau
State 1: energy 2.6222 tau, d -1.5740 electrons
  v_GS(d) 6.1810 tau, v_s 2.5514 tau
  v_Hxc exact 0.5514 tau, adiabatic -3.6296 tau
  exact minus adiabatic 4.1810 tau
State 2: energy 6.3402 tau, d 1.8681 electrons
  v_GS(d) -9.0895 tau, v_s -5.2318 tau
  v_Hxc exact -7.2318 tau, adiabatic 3.8578 tau
  exact minus adiabatic -11.0895 tau
State 1, KS system in its doubly excited determinant:
  v_s -2.5514 tau, v_Hxc exact -4.5514 tau
  exact minus adiabatic -0.9218 tau
States 0 and 1 share one density at v 4.2049 tau
  shared d -0.9697 electrons, energy gap 2.7886 tau
U = 0, highest state: d 1.4142 electrons
  v_Hxc, KS state equal to true state: 0.0000 tau
  v_Hxc, KS ground determinant: -4.0000 tau
KS propagation check, largest density mismatch 2.7e-07
Ramp of v from 2.0 to 3.0 tau in time T (hbar/tau):
T 20: max |dd/dt| from state 1 0.02024 tau/hbar
  from state 0, largest error 4.19e-04 tau
  from state 1, smallest error 2.3505 tau, off slow limit by 2.0e-04 tau
T 40: max |dd/dt| from state 1 0.01006 tau/hbar
  from state 0, largest error 1.00e-04 tau
  from state 1, smallest error 2.3505 tau, off slow limit by 4.7e-05 tau
T 80: max |dd/dt| from state 1 0.00503 tau/hbar
  from state 0, largest error 2.45e-05 tau
  from state 1, smallest error 2.3505 tau, off slow limit by 1.1e-05 tau
T 160: max |dd/dt| from state 1 0.00251 tau/hbar
  from state 0, largest error 6.06e-06 tau
  from state 1, smallest error 2.3505 tau, off slow limit by 2.6e-06 tau
Last doubling of T divides the state 0 error by 4.05
  and the state 1 distance from its limit by 4.14
State 1 slow limit at the end: d -1.3694 electrons, error 2.3505 tau
Adiabatic KS run at fixed v from the density of state 1:
  initial v_s -1.6296 tau
  d swings from -1.5740 to 0.6186 electrons
  turning point from energy conservation 0.6186 electrons
  first reached at time 0.91 hbar/tau
```
